# Fluorine transport through a reactive fluorocarbon film and thickness-limited etching

When a fluorocarbon film on an etching substrate grows from 5 to 10 nm, the etch rate in the model below falls from 21.55 to 10.92 nm/min, almost by half. A second substrate, which reacts more slowly with fluorine, goes from 7.6 to only 5.4 nm/min under the same film, and its first nanometre of film costs it just 9 % of its bare rate. One substrate follows an inverse-thickness law while the other hardly notices a thin film. The difference comes from the competition between reaction at the substrate, diffusion through the film and return of fluorine to the gas. Loss of fluorine inside the film is a smaller correction here, but it takes over in thick films.

Let $z$ be the depth below the plasma side of a film of thickness $h$, with the substrate at $z=h$. This coordinate system moves with the receding substrate surface. The density of mobile fluorine is $n(z)$, and $J(z)$ is its flux towards the substrate, counted positive in the direction of increasing $z$. The fluorine is taken to be dilute, so that it diffuses with a constant coefficient $D$ and is consumed by the film at the rate $kn$ per volume. In the steady state, the flux lost across a thin slice equals the consumption in it:

$$\frac{dJ}{dz}=-kn,\qquad J=-D\frac{dn}{dz}.$$

Inserting the second relation in the first gives

$$D\frac{d^2n}{dz^2}=kn,\qquad \lambda=\sqrt{\frac{D}{k}},$$

where $\lambda$ is the reaction length, the natural distance over which fluorine is used up.

Two surfaces close the problem. The plasma supplies fluorine to the film at a rate $G$ per area, and fluorine at the top returns to the gas at the rate $w\,n(0)$, where $w$ is a velocity. At the substrate, fluorine reacts at the rate $s\,n(h)$. Hence

$$J(0)=G-w\,n(0),\qquad J(h)=s\,n(h).$$

The parameters $G,w,s,D,k$ are uniform and do not depend on $h$. This leaves out the decrease of ion energy with depth, which could change both $D$ and $s$. It also treats the film only as a sink. In real fluorocarbon plasmas, ion bombardment releases fluorine from the film itself and drives the substrate reaction, and the films under which etching continues are usually only a few nanometres thick. The rates and thicknesses below are therefore results of the model, not values for a particular process. The flux $J_s=J(h)$ sets the etching: if $M_s$ fluorine atoms are used per volume of substrate removed, the surface recedes at the speed $J_s/M_s$.

It is convenient to measure distance from the substrate, $\zeta=h-z$. The general solution is

$$n=A\cosh\frac{\zeta}{\lambda}+B\sinh\frac{\zeta}{\lambda}.$$

Since $d/dz=-d/d\zeta$, the flux towards the substrate is $J=+D\,dn/d\zeta$. At $\zeta=0$ the density is $A=n(h)$ and the flux is $DB/\lambda$. The substrate condition $DB/\lambda=sA$ therefore gives $B=(s\lambda/D)\,n(h)$. At the top, $\zeta=h$, we obtain

$$n(0)=n(h)\left[\cosh\frac h\lambda+\frac{s\lambda}{D}\sinh\frac h\lambda\right],$$

$$J(0)=n(h)\left[\frac D\lambda\sinh\frac h\lambda+s\cosh\frac h\lambda\right].$$

The top condition reads $G=w\,n(0)+J(0)$. Collecting the hyperbolic functions and replacing $n(h)$ by $J_s/s$ yields

$$J_s=\frac{Gs}{(w+s)\cosh(h/\lambda)+\left(D/\lambda+ws\lambda/D\right)\sinh(h/\lambda)}.$$

This flux was tested against a direct balance over thin layers, for both substrates and for thicknesses from 0.5 to 60 nm.

The formula becomes more transparent when written with the flux $J_0$ in the limit $h\to0$ and one crossover thickness $h_c$:

$$J_0=\frac{Gs}{w+s},\qquad h_c=\frac{w+s}{ws/D+k}.$$

In this text, a bare substrate means this limit of zero thickness. A surface truly free of film may take up and return fluorine at other rates than $G$ and $w$, which describe the film. Because $D/\lambda=k\lambda$, the factor of the hyperbolic sine is $\lambda(k+ws/D)=(w+s)\lambda/h_c$. Dividing numerator and denominator by $w+s$ leaves

$$\frac{J_s}{J_0}=\frac{1}{\cosh(h/\lambda)+(\lambda/h_c)\sinh(h/\lambda)}.$$

Thus the shape of the etch-rate curve is governed by the single ratio $\varepsilon=h_c/\lambda$.

For $h$ small compared with $\lambda$, the leading terms are $\cosh(h/\lambda)\approx1$ and $\sinh(h/\lambda)\approx h/\lambda$, so that

$$J_s\approx\frac{J_0}{1+h/h_c}.$$

If also $h\ll h_c$, etching is independent of the film. If instead $h_c\ll h\ll\lambda$, it follows $J_s\approx J_0h_c/h$. An inverse-thickness regime therefore requires $h_c\ll\lambda$.

The meaning of $h_c$ is clearest for a film that does not consume fluorine. With $k=0$, the flux is the same at every depth, and the flux formula reduces to

$$J_s=\frac{Gs}{w+s+wsh/D}=\frac{G/w}{1/w+1/s+h/D}.$$

The second form follows on dividing numerator and denominator by $ws$. It describes three resistances in series: $1/w$ for exchange with the gas, $h/D$ for the film and $1/s$ for reaction at the substrate. The density $G/w$, which the film would reach with no sink below, drives the flux. The film dominates once $h$ is much larger than $D(1/w+1/s)$, and then $J_s\approx GD/(wh)$. The reaction velocity $s$ has dropped out, because the resistance $1/s$ is now negligible beside $h/D$. In this non-reactive limit the inverse law continues to arbitrarily large $h$. It does rest on a uniform film: if $D$ depends on depth, integrating $dn/dz=-J_s/D(z)$ replaces $h/D$ by $\int_0^h dz/D(z)$, which need not be proportional to $h$.

The worked example uses round model parameters: $G=1000\ \mathrm{nm^{-2}\,s^{-1}}$, $w=1000$ nm/s, $D=400\ \mathrm{nm^2/s}$ and $k=1\ \mathrm{s^{-1}}$. These give $\lambda=\sqrt{400/1}=20$ nm. The fast substrate has $s=4000$ nm/s and the slow one $s=40$ nm/s; both use $M_s=200\ \mathrm{nm^{-3}}$. For the fast substrate,

$$h_c=\frac{1000+4000}{1000\cdot4000/400+1}\ \mathrm{nm}=\frac{5000}{10001}\ \mathrm{nm}\approx0.50\ \mathrm{nm}.$$

For the slow substrate the same expression is $1040/101\approx10.3$ nm. The bare fluxes are $1000\cdot4000/5000=800$ and $1000\cdot40/1040\approx38.5\ \mathrm{nm^{-2}\,s^{-1}}$. Division by $M_s$ and multiplication by 60 s/min give bare etch rates of 240 and 11.5 nm/min.

This explains the contrast at the start. A 1 nm film is twice as thick as $h_c$ for the fast substrate and lowers its rate threefold, to 79.9 nm/min. For the slow substrate it is a tenth of $h_c$, and the rate stays at 10.5 nm/min. The slow substrate is thus only weakly affected by a 1 nm film, but not independent of it: a loss below 5 % requires $h$ below about $0.05\,h_c\approx0.5$ nm. For the fast substrate the plateau would need films far thinner still. At such thicknesses a continuous film with a diffusion coefficient is no longer a sound description, so the plateau is mainly a limit of the model.

To follow the transition in detail, define the local exponent $m=-d\ln J_s/d\ln h$. It is 0 on the plateau and 1 for an inverse law. With $x=h/\lambda$, differentiation of the denominator gives

$$m=x\,\frac{\sinh x+\varepsilon^{-1}\cosh x}{\cosh x+\varepsilon^{-1}\sinh x}
=\frac{x(1+\varepsilon\tanh x)}{\tanh x+\varepsilon}.$$

In the window $\varepsilon\ll x\ll1$, we use $x/\tanh x\approx1+x^2/3$ and $1/(1+\varepsilon/\tanh x)\approx1-\varepsilon/x$. The term $\varepsilon\tanh x\approx\varepsilon x$ is much smaller than $\varepsilon/x$ and can be dropped. To leading order in each correction,

$$m\approx1-\frac{h_c}{h}+\frac{h^2}{3\lambda^2}.$$

The two corrections have opposite signs. For the fast substrate, whose $h_c$ is almost exactly $D(1/w+1/s)$, surface resistance weakens the dependence on thickness, while loss in the film strengthens it. They cancel when $h^3=3h_c\lambda^2$, which gives the estimate

$$h_*\approx(3h_c\lambda^2)^{1/3}.$$

There is exactly one such crossing. To see this for $\varepsilon<1$, set $\varepsilon=\tanh\varphi$ with $\varphi>0$. The addition theorem gives $\cosh x+\coth\varphi\,\sinh x=\sinh(x+\varphi)/\sinh\varphi$, and therefore $m=x\coth(x+\varphi)$. With $y=x+\varphi$,

$$\frac{dm}{dx}=\coth y-\frac{x}{\sinh^2y}=\frac{\sinh y\cosh y-x}{\sinh^2y}>0,$$

because $\sinh y\cosh y>y>x$. The exponent rises steadily from 0 and grows without bound, so it passes 1 once. The same holds for $\varepsilon=1$, where $m=x$, and for $\varepsilon>1$, where $1/\varepsilon=\tanh\varphi$ gives $m=x\tanh(x+\varphi)$. Since $d\ln(hJ_s)/d\ln h=1-m$, the product $hJ_s$ has its maximum there.

For the fast substrate the full formula puts this point at 8.14 nm; the estimate gives $(3\cdot0.5\cdot400)^{1/3}\approx8.43$ nm, about 4 % higher. The exponent lies between 0.9 and 1.1 for films from 3.9 to 12.8 nm, a factor of 3.3 in thickness. This is a modest window even though $\lambda/h_c=40$, because deviations enter from both ends. For the slow substrate $\varepsilon\approx0.51$, and no clear window exists: the exponent climbs from 0.37 at 5 nm through 0.63 at 10 nm to 1.09 at 20 nm.

The nearly halved rate between 5 and 10 nm can now be read more closely. The printed ratio is 1.97. Without film loss, the series resistances would give $(10+0.5)/(5+0.5)\approx1.91$. Film loss raises the ratio towards 2. Its closeness to 2 is thus partly a compensation between two departures from the inverse law.

The size of the flux shows the same departures. At $h_*$ the product $J_shw/(GD)$ is 0.914 instead of 1. Here $k$ is negligible beside $ws/D$, so that $J_0h_c\approx GD/w$, and expansion of the flux formula gives

$$\frac{J_shw}{GD}\approx\frac{1}{1+x^2/6+(h_c/h)(1+x^2/2)}.$$

With $x\approx0.407$ and $h_c/h\approx0.061$, the denominator is $1+0.028+0.066=1.094$, which reproduces 0.914. Surface resistance accounts for the larger share of the deficit.

The condition $h_c\ll\lambda$ hides two different mechanisms. Write $a=D/\lambda$, the velocity of diffusion over one reaction length. Since $k=a^2/D$,

$$\varepsilon=\frac{h_c}{\lambda}=\frac{a(w+s)}{ws+a^2},\qquad
1-\varepsilon=\frac{(a-w)(a-s)}{ws+a^2}.$$

If $a$ is much smaller than both $w$ and $s$, then $\varepsilon\approx a(1/w+1/s)$ is small. This is the transport-limited case, with $J_s\approx GD/(wh)$ in the window. If $a$ is much larger than both, $\varepsilon\approx(w+s)/a$ is small again, but for another reason. Diffusion keeps the fluorine density nearly uniform for $h\ll\lambda$, and the film competes for fluorine through its volume:

$$J_s\approx\frac{Gs}{w+s+kh}.$$

Once $kh\gg w+s$, the flux is $Gs/(kh)$. This is also an inverse-thickness law, but it is limited by consumption and keeps its proportionality to $s$. An observed $1/h$ dependence therefore does not by itself prove that diffusion is the bottleneck.

Between these cases the window closes. When $a=w$ or $a=s$, the second identity gives $\varepsilon=1$, and the denominator of $J_s/J_0$ becomes $\cosh x+\sinh x=e^x$. The etch rate is then $J_0e^{-h/\lambda}/M_s$ at every thickness, with $m=x$. Raising $k$ to $2500\ \mathrm{s^{-1}}$ in the example makes $\lambda=0.4$ nm and $a=400/0.4=1000$ nm/s, equal to $w$. The exponent now runs from 0.9 to 1.1 between 0.36 and 0.44 nm. That factor of 1.22 is simply $1.1/0.9$: the curve passes through slope 1 without following a $1/h$ law. The thickness is too small for a realistic continuum, so this case serves as a mathematical contrast.

For $h\gg\lambda$ with any positive $k$, both hyperbolic functions approach $e^{h/\lambda}/2$. The factor they share is $w+s+a+ws/a=(a+s)(1+w/a)$, and hence

$$J_s\approx\frac{2Gs\,e^{-h/\lambda}}{(a+s)(1+w/a)}.$$

A reactive film thus ends the inverse law with an exponential cutoff. At 60 nm, three reaction lengths, the exponent is 3.0 for both substrates, and the fast rate has fallen to 0.58 nm/min.

These regimes also determine selectivity. As both example substrates have the same $M_s$, their rate ratio equals their flux ratio. It is 20.8 in the limit of zero film thickness and falls to 7.6 at 1 nm and 2.0 at 10 nm. In this example the common film acts mainly as a shared resistance and levels the difference between the surfaces. With $k=0$ the ratio would tend to 1. With film loss, the exponential tail gives

$$\frac{J_{s,1}}{J_{s,2}}\to\frac{s_1(a+s_2)}{s_2(a+s_1)}=\frac{1+a/s_2}{1+a/s_1}.$$

Here $a=400/20=20$ nm/s, so the limit is $1.5/1.005\approx1.49$. Some selectivity survives because fluorine that a slow substrate fails to take up at first can be consumed by the nearby film before it meets the surface again. The bare ratio has the same form with $w$ in place of $a$. A thick common film therefore lowers the selectivity when $a<w$, as here, but raises it when $a>w$.

Selectivity can instead arise from unequal film thicknesses. If two substrates share $G$, $w$, $D$ and $M_s$ and both lie in the transport-limited window, their rate ratio is approximately $h_2/h_1$. The fast substrate at 5 and 10 nm illustrates this, with a ratio of 1.97 instead of 2. The model takes these thicknesses as given; predicting them would need the deposition and removal rates of the film on each material.

The fluorine budget shows what maintaining the film requires. The amount $Q$ consumed in the film, per area and time, is the difference between the entering and leaving fluxes:

$$Q=J(0)-J_s=J_s\left[\cosh\frac h\lambda-1+\frac{D}{\lambda s}\sinh\frac h\lambda\right].$$

For the fast substrate at 10 nm, $36.4\ \mathrm{nm^{-2}\,s^{-1}}$ reaches the substrate, 4.7 is consumed in the film and 958.9 returns to the gas, in the same unit. The sum is the supplied 1000. Most of the fluorine is thus turned back at the plasma side, and the film consumes only 0.5 % of the supply, which is about 12 % of the net flux of 41.1 that enters it.

If $M_f$ fluorine atoms are used per volume of film removed, fresh film must replace the volume $Q/M_f$ per area and time. With $M_f=100\ \mathrm{nm^{-3}}$ this is $4.74/100=0.0474$ nm/s, or 2.8 nm/min. The replacement makes film material drift inward at a speed $u(z)$, which is zero at the substrate and $Q/M_f$ at the top. The flux then contains an additional term $un$, omitted above. Its importance is measured by comparing $u(0)$ with the diffusion velocity $D/h$:

$$\frac{u(0)h}{D}=\frac{0.0474\cdot10}{400}\approx1.2\times10^{-3}.$$

A solution of the nonlinear equations with drift gives a substrate flux higher by $2.8\times10^{-4}$, relative to the formula without drift.

The steady state must also form faster than the film or plasma changes. A deviation from it obeys $\partial_t\delta n=D\,\partial_\zeta^2\delta n-k\,\delta n$, with $G$ absent from the boundary conditions. A mode decaying as $e^{-rt}$ that satisfies the substrate condition is $\cos q\zeta+(s/Dq)\sin q\zeta$, with $r=k+Dq^2$. At the top, $D\,\partial_\zeta\delta n=-w\,\delta n$ requires

$$-Dq\sin qh+s\cos qh=-w\left(\cos qh+\frac{s}{Dq}\sin qh\right).$$

Multiplication by $q/D$ and rearrangement give

$$\left(q^2-\frac{ws}{D^2}\right)\sin qh=q\,\frac{w+s}{D}\cos qh.$$

The lowest positive root gives the slowest decay. For the fast substrate under 10 nm of film, the relaxation time $1/r$ is 0.027 s. Even if the film thickness changed as fast as the substrate recedes, at 10.9 nm/min, it would shift by only about 0.005 nm in that time. The flux therefore stays close to its steady value during such slow changes of thickness. The steady formula does not give the momentary flux during plasma pulses whose duration is comparable with the relaxation time or shorter. If only $G$ is pulsed, however, the balance is linear in $G$, and the average flux over a repeated cycle still follows from the average of $G$. The numerical output below lists the rates and exponents over the full range of thickness.

## Computed values

```
uptake G = 1000 nm^-2 s^-1 = 1.0e+17 cm^-2 s^-1
return velocity w = 1000 nm/s
reaction velocity s: fast 4000, slow 40 nm/s
diffusion coefficient D = 400 nm^2/s
film loss constant k = 1.0 s^-1
F used per volume: substrate 200, film 100 nm^-3
reaction length L = 20.0 nm, D/L = 20.0 nm/s
fast: D(1/w+1/s) = 0.5000 nm, h_c = 0.5000 nm
fast: bare flux = 800.00 nm^-2 s^-1
slow: D(1/w+1/s) = 10.4000 nm, h_c = 10.2970 nm
slow: bare flux = 38.46 nm^-2 s^-1
h (nm) | fast nm/min, exponent | slow nm/min, exponent | ratio
  0.0 |  240.000  0.000 |  11.538  0.000 | 20.800
  0.1 |  199.994  0.167 |  11.427  0.010 | 17.501
  0.5 |  119.969  0.500 |  11.001  0.047 | 10.905
  1.0 |   79.939  0.668 |  10.505  0.091 |  7.610
  2.0 |   47.884  0.804 |   9.619  0.171 |  4.978
  5.0 |   21.550  0.932 |   7.581  0.371 |  2.843
 10.0 |   10.922  1.038 |   5.392  0.634 |  2.025
 20.0 |    4.943  1.296 |   3.016  1.091 |  1.639
 60.0 |    0.584  3.014 |   0.391  3.005 |  1.495
selectivity limit for h >> L = 1.4925
fast, exponent 1 at h* = 8.139 nm
estimate (3 h_c L^2)^(1/3) = 8.434 nm
fast, exponent 0.9 to 1.1: 3.88 to 12.79 nm
ratio of these thicknesses = 3.295
fast, J h w/(G D) at h* = 0.9136
fast, rate at 5 nm / rate at 10 nm = 1.9730
strong film loss: k = 2500 s^-1, L = 0.40 nm
strong film loss: exponent 0.9 to 1.1: 0.360 to 0.440 nm, ratio 1.222
fast, h = 10 nm: to substrate 36.407 nm^-2 s^-1
fast, h = 10 nm: consumed in film 4.741 nm^-2 s^-1
fast, h = 10 nm: returned to gas 958.851 nm^-2 s^-1
density at top 0.9589, at substrate 0.00910 nm^-3
film replacement speed u(0) = 2.845 nm/min
drift number u(0)h/D = 1.19e-03
relative flux change by drift = 2.84e-04
slowest relaxation time at 10 nm = 0.0272 s
```
